\section*{Choosing the settings for periodic Gaussian rough edges}

\section{An edge with four points}

Take a nominally straight edge of length $L=40$ nm, sampled at four points $d=10$ nm apart, and close it into a ring so that the fifth point is the first again. Let $x_j$ be the displacement of the edge at $y_j=jd$. Four waves fit on this ring: a constant, a wave of period $4d$ running either way, and an alternation of sign:
\begin{equation}
x_j=c_0+c_1 i^{\,j}+c_1^*(-i)^j+c_2(-1)^j .
\end{equation}
The displacement is real if $c_0$ and $c_2$ are real and the two running waves have conjugate coefficients. Four real random numbers therefore make four real displacements.

Let $P_0,P_1,P_2$ be the spectral values wanted for these waves, and draw
\begin{equation}
c_0=\sqrt{\frac{P_0}{L}}\,g_0,\quad
c_1=\sqrt{\frac{P_1}{2L}}\,(g_1+ig_3),\quad
c_2=\sqrt{\frac{P_2}{L}}\,g_2 ,
\end{equation}
with independent normal numbers $g$ of zero mean and unit variance. With $P_0=58.795$, $P_1=6.6545$, $P_2=3.5268$ nm$^3$ and the chosen values $g=(0.5,-1,0.8,1.2)$,
\begin{align}
c_0&=\sqrt{58.795/40}\times0.5=0.6062\ \text{nm},\\
c_1&=\sqrt{6.6545/80}\,(-1+1.2i)=-0.2884+0.3461i\ \text{nm},\\
c_2&=\sqrt{3.5268/40}\times0.8=0.2376\ \text{nm}.
\end{align}
The first two displacements are
\begin{align}
x_0&=c_0+2\,\mathrm{Re}\,c_1+c_2=0.267\ \text{nm},\\
x_1&=c_0-2\,\mathrm{Im}\,c_1-c_2=-0.324\ \text{nm},
\end{align}
and likewise $x_2=1.421$ nm and $x_3=1.061$ nm.

Over many draws, $\mathrm{Re}\,c_1$ and $\mathrm{Im}\,c_1$ each have variance $P_1/2L$, so $x_0$ and $x_1$ have the same variance,
\begin{equation}
\frac{P_0}{L}+4\,\frac{P_1}{2L}+\frac{P_2}{L}=\frac{P_0+2P_1+P_2}{L}=1.891\ \text{nm}^2 .
\end{equation}
The spectrum was built for a long edge of variance $1.44$ nm$^2$. The excess comes from the short ring, as shown below.

A rough-edge option, in a simulator of electron micrographs or in an electronic-structure calculation for a ribbon with disordered edges, needs the same inputs: an rms roughness $\sigma$, a correlation length $\xi$, a length $L$, a pixel $d$, a number of edges $M$ and a spectrum. In an atomic ribbon the displacements must also be rounded to lattice steps; for a step $a\lesssim\sigma$ this adds about $a^2/12$ to the variance (8\% at $\sigma=a$) and barely changes the covariance at nonzero lags. For $\sigma\gtrsim2a$ and $\xi=20d$ it acts roughly like independent noise at each point, so the short-period part of the spectrum is much more sensitive: the power near the shortest period, $2d$, is still about 35\% too high at $\sigma=3a$. For $\sigma$ below about $a/2$ the covariance itself is distorted. The analysis shows how these settings control the ensemble.

\section{What the coefficients guarantee}

Let $N=L/d$ be even and $f_m=m/L$, with $m=-N/2+1,\dots,N/2$. Prescribe $P_m=P_{-m}\ge0$ and write
\begin{equation}
x_j=\sum_m c_m e^{2\pi i mj/N},\qquad c_{-m}=c_m^* .
\end{equation}
The coefficients $c_0$ and $c_{N/2}$ are their own partners and must be real. With independent unit normals $a,b$ for each pair,
\begin{equation}
c_m=\sqrt{\frac{P_m}{2L}}(a+ib)\ \ (0<m<N/2),\qquad
c_m=\sqrt{\frac{P_m}{L}}\,a\ \ (m=0,N/2).
\end{equation}
Let $E$ denote the ensemble mean. Since $E\,a^2=E\,b^2=1$ and $E\,ab=0$,
\begin{equation}
E|c_m|^2=\frac{P_m}{L},\qquad
E\,c_m^2=\frac{P_m}{2L}E(a^2-b^2+2iab)=0\ \text{ for interior } m .
\end{equation}
The second result makes $c_m$ uncorrelated with its partner: $E\,c_m^*c_{-m}=E(c_m^*)^2=0$. Different pairs are independent, so $E\,c_m^*c_{m'}=(P_m/L)\delta_{mm'}$. Because $x_j=x_j^*$,
\begin{align}
C_n\equiv E\,x_jx_{j+n}
&=\sum_{m,m'}E(c_m^*c_{m'})\,e^{-2\pi i mj/N}e^{2\pi i m'(j+n)/N}\nonumber\\
&=\frac1L\sum_mP_m e^{2\pi i mn/N}
=\frac1L\sum_mP_m\cos\frac{2\pi mn}{N}. \label{cov}
\end{align}
The position $j$ has dropped out, so the covariance is stationary. The sines cancel between $m$ and $-m$, and vanish for $m=0,N/2$. The variance is $C_0=L^{-1}\sum_mP_m$. Each $x_j$ is a linear combination of the same normal numbers, so the whole edge is jointly Gaussian, and its zero mean and $C_n$ fix all its statistics.

Two altered recipes show what each condition does. First, give every $m$ its own independent complex coefficient $\sqrt{P_m/2L}\,(a_m+ib_m)$ and keep the real part of the sum. With $\theta_m=2\pi mj/N$ and $\theta'_m=2\pi m(j+n)/N$, the covariance becomes
\begin{equation}
\sum_m\frac{P_m}{2L}(\cos\theta_m\cos\theta'_m+\sin\theta_m\sin\theta'_m)=\tfrac12C_n .
\end{equation}
Half the variance is missing. Second, keep the pairing but make the interior coefficients real, with $E\,c_m^2=P_m/L$. The terms $m'=-m$ now survive and add to the variance at $y_j$
\begin{equation}
\frac1L\sum_{m\ne0,N/2}P_m\cos\frac{4\pi mj}{N}
=C_{2j}-\frac{P_0+P_{N/2}}{L},
\end{equation}
because the omitted cosines are both 1. For the long edge treated below this gives $2.824$ nm$^2$ at $y=0$ and $1.384$ nm$^2$ at $y=100$ nm: the roughness depends on position.

\subsection{Normalisation of the measured spectrum}

Orthogonality of the waves on the ring gives $\sum_jx_je^{-2\pi imj/N}=Nc_m$. Define the periodogram as
\begin{equation}
\widehat P_m=\frac{d^2}{L}\Big|\sum_jx_je^{-2\pi imj/N}\Big|^2
=\frac{d^2N^2}{L}|c_m|^2=L|c_m|^2 ,
\end{equation}
using $dN=L$. Its mean is $P_m$. For interior $m$ it equals $P_m(a^2+b^2)/2$. Since $E\,a^4=3$, the variance of $a^2$ is 2, and that of $\widehat P_m$ is $P_m^2(2+2)/4=P_m^2$. At the two ends it is $2P_m^2$. One edge thus gives each interior spectral value with a standard deviation of 100\%, however long the edge; averaging $M$ edges reduces it to $1/\sqrt M$.

\section{The spectrum setting}

The convention here is a two-sided spectrum in ordinary frequency, with $\sigma^2=\int_{-\infty}^{\infty}S(f)\,df$. A one-sided spectrum is $2S$ on $f>0$; in terms of $k=2\pi f$ the measure is $dk/2\pi$. Take the covariance $R(y)=\sigma^2e^{-|y|/\xi}$. Then
\begin{align}
S(f)&=\int_{-\infty}^{\infty}R(y)\cos(2\pi fy)\,dy
=2\sigma^2\,\mathrm{Re}\int_0^\infty e^{-y/\xi+2\pi ify}dy\nonumber\\
&=2\sigma^2\,\mathrm{Re}\,\frac{1}{1/\xi-2\pi if}
=\frac{2\sigma^2\xi}{1+(2\pi f\xi)^2}.
\end{align}
With $u=2\pi f\xi$ its integral is $(\sigma^2/\pi)\int du/(1+u^2)=\sigma^2$, as required.

\subsection{Direct sampling}

The simplest choice is $P_m=S(f_m)$. For $L\gg\xi$ the variance sum is close to an integral up to the Nyquist frequency $1/2d$:
\begin{equation}
C_0\simeq\int_{-1/2d}^{1/2d}S\,df=\sigma^2\,\frac2\pi\arctan\frac{\pi\xi}{d}.
\end{equation}
For $d\ll\xi$, $\arctan u\simeq\pi/2-1/u$, so the lost fraction is $2d/(\pi^2\xi)$. To keep it below $\epsilon$ one needs $d<\pi^2\xi\epsilon/2$, about $\xi/20$ for 1\%.

\subsection{Folding}

If $x_j$ is to be the value of a continuous edge at a point, the lost power must be put back. A continuous edge on the ring contains all integers $m$, with power $S(m/L)/L$ in each. On the grid, waves $m$ and $m+qN$ coincide, and their independent powers add:
\begin{equation}
P_m=\sum_{q=-\infty}^{\infty}S(f_m+q/d). \label{fold}
\end{equation}
To find the resulting covariance, consider the periodic function $\sum_pR(y+pL)$. Its Fourier coefficient is
\begin{equation}
\frac1L\int_0^L\sum_pR(y+pL)e^{-2\pi imy/L}dy
=\frac1L\int_{-\infty}^{\infty}R(y)e^{-2\pi imy/L}dy=\frac{S(m/L)}{L},
\end{equation}
so the folded spectrum gives $C_n=\sum_pR(nd+pL)$. Inverting (\ref{cov}) gives $P_m=d\sum_{n=0}^{N-1}C_ne^{-2\pi imn/N}$. The images extend this sum to all integers $n$. With $\rho=e^{-d/\xi}$ and $\theta=2\pi f_md$,
\begin{align}
P_m&=d\sigma^2\sum_{n=-\infty}^{\infty}\rho^{|n|}e^{-in\theta}
=d\sigma^2\left[\frac1{1-\rho e^{i\theta}}+\frac1{1-\rho e^{-i\theta}}-1\right]\nonumber\\
&=d\sigma^2\,\frac{2-2\rho\cos\theta-(1-2\rho\cos\theta+\rho^2)}{1-2\rho\cos\theta+\rho^2}
=\frac{d\sigma^2(1-\rho^2)}{1-2\rho\cos\theta+\rho^2}. \label{closed}
\end{align}

Folding matters when $S$ has a slow tail. As a second case take $R=\sigma^2e^{-y^2/\xi^2}$. Completing the square,
\begin{equation}
-\frac{y^2}{\xi^2}+2\pi ify=-\frac{(y-i\pi f\xi^2)^2}{\xi^2}-\pi^2f^2\xi^2,
\end{equation}
and shifting the contour, which crosses no singularity, gives $S=\sqrt\pi\,\sigma^2\xi\,e^{-\pi^2f^2\xi^2}$. With $\xi=10d$ the exponent at Nyquist is $-(5\pi)^2\simeq-247$, and direct sampling suffices.

\section{The length setting}

For $0\le y\le L$ the images of the exponential covariance form two geometric series:
\begin{align}
C(y)&=\sigma^2\left[\sum_{p\ge0}e^{-(y+pL)/\xi}+\sum_{p\ge1}e^{-(pL-y)/\xi}\right]
=\sigma^2\frac{e^{-y/\xi}+e^{-(L-y)/\xi}}{1-e^{-L/\xi}}\nonumber\\
&=\sigma^2\frac{\cosh[(L/2-y)/\xi]}{\sinh(L/2\xi)} .
\end{align}
The last step multiplies numerator and denominator by $e^{L/2\xi}$. The variance is $\sigma^2\coth(L/2\xi)$. For the four-point edge, $\xi=20$ nm and $\coth1=1.313$, which gives the $1.891$ nm$^2$ found there. For $L\gg\xi$ the relative excess is about $2e^{-L/\xi}$, below $10^{-4}$ at $L=10\xi$.

The scatter between edges falls much more slowly. The mean square of one edge is $V=N^{-1}\sum_jx_j^2=\sum_m|c_m|^2$. An interior pair contributes $2|c_m|^2$, with variance $4P_m^2/L^2$, or $2P_m^2/L^2$ for each member. Each end also contributes $2P_m^2/L^2$. Hence
\begin{equation}
\mathrm{Var}\,V=\frac2{L^2}\sum_mP_m^2=\frac2N\sum_nC_n^2
\simeq\frac2L\int_{-\infty}^{\infty}R^2\,dy=\frac{2\sigma^4\xi}{L}.
\end{equation}
The second equality is Parseval's relation for (\ref{cov}); the approximation needs $d\ll\xi\ll L$. The relative scatter of $V$ is therefore $\sqrt{2\xi/L}$. If each edge is much longer than $\xi$, a relative standard error of at most $\epsilon$ in the variance therefore needs a total length $ML\ge2\xi/\epsilon^2$. Rescaling every edge to $V=\sigma^2$ would remove this scatter and produce a different ensemble.

Subtracting the mean of each edge removes the $m=0$ term and lowers the expected variance by $P_0/L\simeq2\sigma^2\xi/L$. The target must be lowered too if the simulated edges are analysed in that way.

\section{A long edge in numbers}

Take $\sigma=1.2$ nm, $\xi=20$ nm, $L=1024$ nm and $d=2$ nm, so that $N=512$ and $\rho=0.9048$. The target variance is $1.44$ nm$^2$ and $S(0)=2\times1.44\times20=57.6$ nm$^3$.

Direct sampling keeps $(2/\pi)\arctan(31.4)=0.9797$ of the variance, or $1.411$ nm$^2$. Folding restores $1.440$ nm$^2$. It hardly changes the low frequencies ($P_0=57.65$ nm$^3$) but raises the Nyquist value from $0.0583$ to $0.1439$ nm$^3$. The factor of 2.47 follows from the limits for $d\ll\xi$: (\ref{closed}) at $\theta=\pi$ gives $d\sigma^2(1-\rho)/(1+\rho)\simeq\sigma^2d^2/2\xi$, while $S(1/2d)\simeq2\sigma^2d^2/\pi^2\xi$. Their ratio is $\pi^2/4$. With the Gaussian covariance, direct sampling gives $1.440$ nm$^2$.

An ensemble of 4000 edges with the folded exponential spectrum has variance $1.438\pm0.005$ nm$^2$, where the uncertainty is one standard error. Its autocovariance is

\begin{center}
\begin{tabular}{ccc}
lag (nm) & ensemble (nm$^2$) & theory (nm$^2$)\\
10 & $0.872\pm0.004$ & 0.873\\
20 & $0.529\pm0.004$ & 0.530\\
40 & $0.195\pm0.003$ & 0.195\\
100 & $0.011\pm0.003$ & 0.010
\end{tabular}
\end{center}

The largest deviation of the mean periodogram among 257 frequencies is 2.9 standard errors. The relative variance of the periodogram is 0.998 for interior frequencies and 1.93 at the ends, against 1 and 2. The ratio of the fourth moment to the squared variance is 3.00, the Gaussian value.

One edge has a relative scatter in $V$ of 0.198; the simple estimate is $\sqrt{40/1024}=0.198$, and the ensemble gives 0.196. A 1\% standard error in the variance needs $(0.198/0.01)^2\simeq392$ edges. Mean removal takes away $57.65/1024=0.056$ nm$^2$, or 3.9\%, leaving $1.384$ nm$^2$; the ensemble gives $1.380$ nm$^2$.

\section{What a micrograph adds}

The parameters are round values chosen for illustration, on the nanometre scale of roughness in photoresist lines; here $3\sigma$ is 3.6 nm. Real images break several assumptions of the synthesis, and the following estimates keep the example's other settings fixed.

\textbf{Beam size.} Model the beam as a Gaussian average of the edge position along the line, with rms width $b$. It multiplies the spectrum by $e^{-(2\pi fb)^2}$, which amounts to averaging $R(y)$ over a normal distribution of variance $2b^2$. The fraction of variance kept is
\begin{align}
\frac{2}{2b\sqrt\pi}\int_0^\infty e^{-y/\xi-y^2/4b^2}dy
&=\frac{2}{\sqrt\pi}\,e^{b^2/\xi^2}\int_{b/\xi}^\infty e^{-t^2}dt\nonumber\\
&=e^{b^2/\xi^2}\,\mathrm{erfc}(b/\xi),
\end{align}
with $t=y/2b+b/\xi$. For $b=1$ nm it is 0.946.

\textbf{Detection noise.} Independent errors of rms $\sigma_n$ at each pixel add $\sigma_n^2$ to the variance and a flat level $(d^2/L)N\sigma_n^2=d\sigma_n^2$ to the periodogram. For $\sigma_n=0.5$ nm these are $0.25$ nm$^2$, or 17\% of the edge variance, and $0.5$ nm$^3$. Without beam averaging, the noise exceeds the folded spectrum above $f=0.090$ nm$^{-1}$, so at periods below about 11 nm more than half of the measured spectrum is noise. The 1 nm beam weakens the edge signal and moves this crossing to $0.076$ nm$^{-1}$, a period of about 13 nm. With both effects the apparent variance is about $0.946\times1.44+0.25=1.61$ nm$^2$, which is 12\% above the true one.

\textbf{Open ends.} An image shows a piece cut from a longer edge. In a piece of $N$ points, a lag $n$ occurs $N-|n|$ times, so the mean periodogram is
\begin{equation}
d\sum_{|n|<N}\left(1-\frac{|n|}N\right)R(nd)\cos n\theta .
\end{equation}
At $\theta=0$, neglecting $\rho^N$ and using $\sum_n|n|\rho^{|n|}=2\rho/(1-\rho)^2$ and $P_0=d\sigma^2(1+\rho)/(1-\rho)$, the relative bias is
\begin{equation}
-\frac1N\,\frac{2\rho}{(1-\rho)^2}\,\frac{1-\rho}{1+\rho}=-\frac{2\rho}{N(1-\rho^2)} .
\end{equation}
At $\theta=\pi$, $\rho$ is replaced by $-\rho$ and the sign reverses. The biases are $-1.95\%$ and $+1.95\%$. Simulated open edges give a ratio to $P_m$ of $1.019\pm0.002$, averaged over the band from about $0.195$ to $0.249$ nm$^{-1}$; the weighted sum predicts $1.0195$. On the ring, by contrast, the first and last pixels are neighbours with correlation 0.905. If the ends must be nearly independent, synthesise a longer ring and keep a piece much longer than $\xi$. Leaving out $5\xi$ reduces the correlation between its ends to $e^{-5}$, or about 0.7\%.

\textbf{Pixel size.} The rms slope between neighbouring pixels is $\sigma\sqrt{2(1-\rho)}/d=0.26$. For small $d$ it grows as $\sigma\sqrt{2/(\xi d)}$ and reaches 1 near $d=2\sigma^2/\xi=0.14$ nm. The exponential model thus has no finite slope in the continuum, and refining the pixel far below 2 nm makes it a poor picture of a smooth resist wall. A spectrum with a faster cutoff is then needed.

\textbf{Line width.} Two independent edges give a width fluctuation of $\sqrt2\,\sigma=1.70$ nm. A 16 nm line is 9.4 times wider, so crossing edges are negligible within the Gaussian model. This says nothing about the rate of broken lines in real resist, because rare printing failures need not follow Gaussian statistics.

The main computed values are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
sigma = 1.2 nm, 3 sigma = 3.6 nm, xi = 20.0 nm
L = 1024.0 nm, N = 512, d = 2.0 nm, rho = 0.90484
target variance = 1.4400 nm^2
S(0) = 57.600 nm^3, Nyquist f = 0.250 1/nm
S at Nyquist = 0.05830 nm^3
folded P_0 = 57.6480, P_Nyquist = 0.14388 nm^3
Four-point edge: L = 40 nm, d = 10 nm, xi and sigma as above
normals g0..g3 = [ 0.5 -1.   0.8  1.2] (g1,g3 make c1; g2 makes c2)
P0, P1, P2 = 58.7950, 6.6545, 3.5268 nm^3
c0 = 0.60619 nm, c2 = 0.23755 nm
c1 = -0.28841 + i*(0.34609) nm
x0..x3 = [ 0.2669 -0.3235  1.4206  1.0608] nm
Exact ensemble values from the linear map
variance, folded spectrum = 1.440000 nm^2
variance, directly sampled S = 1.410829 nm^2
fraction kept by direct sampling (arctan) = 0.97974
variance, Gaussian covariance, direct = 1.440000 nm^2
variance, unpaired recipe = 0.720000 nm^2
real-coefficient recipe, y=0: 2.8236 nm^2
real-coefficient recipe, y=100 nm: 1.3836 nm^2
variance of 40 nm periodic edge = 1.8908 nm^2
its ratio to sigma^2 = 1.3130
variance in the edge mean, P0/L = 0.05630 nm^2
expected variance after mean removal = 1.38370 nm^2
relative scatter of one-edge mean square = 0.1980
same, sqrt(2 xi/L) = 0.1976
edges for 1% standard error = 392
Seeded ensemble of 4000 edges
variance = 1.4381 +- 0.0045 nm^2 (standard error)
variance after mean removal = 1.3801 nm^2
relative scatter of mean square = 0.1955
fourth moment / variance^2 = 2.9999
C(10 nm) = 0.8716 +- 0.0042, theory 0.8734 nm^2
C(20 nm) = 0.5294 +- 0.0038, theory 0.5297 nm^2
C(40 nm) = 0.1952 +- 0.0033, theory 0.1949 nm^2
C(100 nm) = 0.0113 +- 0.0032, theory 0.0097 nm^2
largest spectral deviation = 2.94 standard errors
periodogram relative variance, interior = 0.998
periodogram relative variance, two ends = 1.930
Neglected effects
beam blur 1.0 nm rms: variance fraction kept = 0.9460
noise 0.5 nm rms: added variance = 0.250 nm^2
noise / edge variance = 0.1736
noise floor = 0.500 nm^3, crossing f = 0.0898 1/nm
cut-edge spectral bias at f=0: -1.950 %
cut-edge bias at Nyquist: 1.950 %
high-band cut/periodic ratio, theory = 1.0195
same, simulated = 1.0193 +- 0.0022
end-to-end correlation, periodic = 0.9048
end-to-end correlation, open = 6.42e-23
rms pixel-to-pixel slope = 0.2618
line width = 16.0 nm, rms width = 1.6971 nm
line width / rms width fluctuation = 9.43
\end{verbatim}
